Why a higher resist index leaves the finest printed pitch unchanged

A lithography scanner projects the image of a mask through a lens and a thin layer of water into a photosensitive film, the resist. Take light of vacuum wavelength λ = 193 nm and a resist of refractive index 1.70. Inside the film the wavelength is λ/n = 113.5 nm. Replace the resist by one of index 1.90 and leave the lens, the water and the mask alone. The wavelength in the film drops to 101.6 nm. Since the pattern is made by interference, and interference fringes scale with wavelength, the new resist ought to record finer lines.

It does not. The wavelength in the film does shrink, but the waves also bend towards the normal, and the two changes cancel in the direction along the wafer. Two plane waves in a stack of flat layers are enough to show this.

**One wave in a stack of flat layers**

Let x run along the wafer, across the lines, and let z run down into the resist, with its surface at z = 0. The layers are flat, and their indices depend on z alone. Write k₀ = 2π/λ, where λ is always the vacuum wavelength. Take first the polarization in which the electric field points along the lines (TE), so that one component E(x,z) is enough.

A plane wave arrives through the water at angle θ_w from the normal. Its dependence on x is exp(i kₓ x), with

kₓ = k₀ n_w sin θ_w.

Now shift the incoming wave sideways by a distance a. This multiplies it by a constant phase factor and does nothing else. The stack looks the same after the shift, and Maxwell's equations are linear, so the field everywhere, reflected waves included, is multiplied by the same factor:

E(x + a, z) = exp(i kₓ a) E(x, z).

Setting x = 0 and renaming a as x gives

E(x, z) = exp(i kₓ x) f(z).

The number kₓ, the transverse wavevector, is therefore the same in every layer. The materials can affect only f(z). In a resist of index n the wave equation requires kₓ² + k_z² = n²k₀², so

k_z = k₀ √(n² − n_w² sin²θ_w).

When the wave propagates in the resist at an angle θ, its transverse wavevector there is k₀ n sin θ. Equating the two expressions for kₓ gives Snell's law:

n sin θ = n_w sin θ_w.

The numerical aperture NA of the lens is the largest value of n_w sin θ_w that it delivers. It is thus the largest transverse wavevector in units of k₀. Here NA = 1.35 and n_w = 1.44, so the extreme wave travels in the water at 69.6° from the normal. In the resist, sin θ = NA/n. The angle is 52.6° for n = 1.70 and 45.3° for n = 1.90.

**Two waves make the finest fringe**

Let the lens deliver two equal, mutually coherent waves from opposite edges of its pupil, with kₓ = +k₀NA and kₓ = −k₀NA. By mirror symmetry both have the same depth function f(z). Their sum is

E = f(z) [exp(i k₀NA x) + exp(−i k₀NA x)] = 2 f(z) cos(k₀NA x).

The resist responds to the intensity, which is proportional to |E|². With 2cos²u = 1 + cos 2u,

|E|² = 4|f(z)|² cos²(k₀NA x) = 2|f(z)|² [1 + cos(2k₀NA x)].

The intensity repeats when 2k₀NA x grows by 2π. The period is therefore

p_min = 2π/(2k₀NA) = λ/(2NA) = 193 nm/(2 × 1.35) = 71.48 nm.

No resist index appears. The same result can be written with quantities that belong to the resist. Two waves of wavelength λ/n at angles ±θ make fringes of period

(λ/n)/(2 sin θ) = (λ/n)/(2NA/n) = λ/(2NA).

The index cancels between numerator and denominator. In numbers, the first resist gives 113.5/(2 × 0.7941) and the second 101.6/(2 × 0.7105), and both are 71.5 nm.

The argument from the shorter wavelength goes wrong by silently keeping the angle fixed. It would predict 71.48 × 1.70/1.90 = 63.96 nm.

Snell's law can also be left out altogether. If light from two distant sources follows the path of least optical length, found by numerical minimization of the crossing point at the surface, the path difference between the two sources again gives fringes of 71.48 nm in both resists.

**No other image does better**

Two waves might seem a special case. A real image contains many diffraction orders and is lit by many mutually incoherent source points, and the resist turns a smooth dose into sharp edges. The bound survives all of this, provided it is stated as an average pitch.

Let the pattern repeat after a length P. For one source point, the diffraction orders have transverse wavevectors q_m = q₀ + 2πm/P, with m an integer. The lens passes those with |q_m| ≤ k₀NA. Two orders m and m′ that both pass differ by at most the full width of the pupil:

2π|m − m′|/P ≤ 2k₀NA = 4πNA/λ,

and therefore

|m − m′| ≤ 2NA P/λ.

The intensity is a sum of products of such pairs, each varying as exp[2πi(m − m′)x/P]. Its highest harmonic is thus at most N, the whole-number part of 2NA P/λ. Adding the intensities of other source points, or of other field components, adds terms of the same kind and raises nothing.

Suppose the resist switches once as dose increases, at a threshold T. At a given depth, the edges of the lines are the places where I(x) = T. Put w = exp(2πi x/P). Then I − T is a sum of powers of w from −N to N, and w^N (I − T) is a polynomial of degree at most 2N. Unless it vanishes identically, it has at most 2N roots, so there are at most 2N edges in one repeat. Each line needs two edges, which leaves at most N lines:

average pitch ≥ P/N ≥ λ/(2NA).

If P itself is smaller than λ/(2NA), then N = 0 and the image is uniform. Individual lines may sit closer together than the average, but a whole repeat cannot be filled more densely.

For P = 520 nm, 2NA P/λ = 2 × 1.35 × 520/193 = 7.27, so N = 7. Among 600 random images, each with three source points and computed in one or other of the two resists, the largest number of lines found was 5. These random images all stay below the bound. Interference of the two outermost orders that fit in the pupil does reach it, with 7 lines at a pitch of 520/7 = 74.29 nm. This is slightly above 71.48 nm because a whole number of lines must fit into the repeat.

The bound can be evaded by changing the recording. A dual-tone resist, which prints only at intermediate dose, makes one line on the rising flank and one on the falling flank of each fringe, provided the dose swings through its whole printing range. The 7 lines become 14. Two exposures shifted by half a fringe and developed separately also give 14, provided each printed line is narrower than half a fringe. If the two doses are merely added in the same resist, their oscillating parts cancel, since cos u + cos(u + π) = 0, and nothing is resolved. Two equal, mirror-symmetric TE waves make fringes of full contrast in any flat resist. With dose thresholds set relative to the mean dose at a given depth, their line counts therefore do not depend on the refractive index. For an unsymmetrical pair, the contrast can depend on the index, and light reflected from below can make it vary with depth as well.

**Flatness is what protects the period**

The derivation used the fact that the stack looks the same after a sideways shift. It did not require the substrate to be dark. On bare silicon, with an index of about 0.88 + 2.78i, light reflected upwards interferes with light going down. A numerical solution of the wave equation for this stack, with a non-absorbing resist 100 nm thick, gives a ratio of largest to smallest dose over depth of more than 100 for both resist indices. An imaginary index of 0.02 in the resist lowers the ratio to roughly 30 to 40. These violent standing waves belong to f(z). The lateral period remains 71.48 nm in both cases.

The outcome changes when the surface is not uniform. Take a resist of index 1.70 on a substrate of the same index, so that nothing is reflected from below, and let water-filled trenches 20 nm deep cover 30% of the surface, repeating every two fringes. The trenches can add or remove transverse wavevector in steps of k₀NA. Averaged over depths from 20 to 40 nm, the dose then contains harmonics finer than the limit, the largest with a Fourier coefficient of about 0.008 of the mean dose when one edge of each trench lies at the centre of a bright fringe. The exact value depends on where the trenches lie relative to the fringes.

For this short repeat the finer harmonics stay near the surface. With this repeat the orders have kₓ = m k₀NA, and the original fringe is the interference of m = +1 and m = −1, whose difference is 2. A finer harmonic needs a difference of at least 3, so at least one of the two orders must have |m| ≥ 2. Its transverse wavevector is then at least 2.70k₀, more than the 1.70k₀ available to a propagating wave in this resist, and it decays with depth. A longer repeat behaves differently. Trenches repeating every ten fringes give steps of 0.27k₀, and the order at 1.62k₀ lies beyond the aperture yet propagates in the resist, so finer harmonics persist at depth. Which such orders propagate does depend on the index: the one at 1.89k₀ propagates for n = 1.90 but not for n = 1.70.

**What the index does change**

The index enters through k_z and through the angle, and both affect the quality of the image.

Consider a pattern that uses an axial wave, with kₓ = 0, together with an edge wave. Their depth wavevectors are k₀n and k₀√(n² − NA²). Going down a distance d, they slip in relative phase by k₀d[n − √(n² − NA²)]. Setting this equal to 2π gives

d = λ/[n − √(n² − NA²)].

For n = 1.70 the square root is 1.033, and d = 193/0.667 = 289 nm. For n = 1.90 it is 1.337, and d = 193/0.563 = 343 nm. The higher index makes such an image change more slowly with depth. The two symmetric edge waves have equal k_z and do not slip at all.

The second effect concerns the other polarization, TM, with the electric field in the plane of incidence. Each field must be perpendicular to its own direction of travel. For the two downward waves the unit field vectors, written as (x, z) components, are

e₁ = (cos θ, −sin θ) and e₂ = (cos θ, sin θ).

For unit amplitudes the intensity is 2 + 2(e₁·e₂) cos(2k₀NA x). The signed contrast is therefore

e₁·e₂ = cos²θ − sin²θ = 1 − 2 sin²θ = 1 − 2NA²/n².

For TE the two fields are parallel and the contrast is 1. For TM it is −0.261 at n = 1.70 and −0.010 at n = 1.90. The minus sign means that bright and dark lines have changed places relative to TE. When nothing is reflected from below, the higher index nearly destroys the TM fringes, because at n = √2 NA = 1.909 the two waves cross at right angles and their fields cannot interfere. Reflected waves make the TM contrast vary with depth. For pure TM light a higher index is thus no guarantee of stronger fringes. For unpolarized light the trend is the other way: the reversed TM fringes subtract from the TE fringes, and weakening them raises the total contrast, from about 0.34 to about 0.45 when nothing is reflected from below. Wherever these fringes exist their period is the same.

**When the resist index is below the aperture**

The expression for k_z shows where the index becomes decisive. If n < NA, the edge waves have n² − NA² < 0 and

k_z = iκ, with κ = k₀√(NA² − n²).

The fringes keep their period, because kₓ is still k₀NA, but the intensity falls as exp(−2κz). For a hypothetical resist of index 1.30, thick enough that nothing returns from below, the 1/e depth is

1/(2κ) = λ/[4π√(NA² − n²)] = 42.2 nm.

A film 100 nm thick would be poorly exposed at the bottom. Raising n above 1.35 turns the fading wave into a propagating one. This is a gain in usable depth, at an unchanged pitch.

Absorption acts in a similar way. With n = 1.70 + 0.02i, k_z acquires an imaginary part while kₓ stays real. The intensity of the edge wave then falls by 19% through 100 nm, reflections left aside, and the fringes stay where they were.

**Why the immersion fluid is different**

Keeping the old angle of 52.6° in the new resist would need

NA = 1.90 × (1.35/1.70) = 1.509.

This exceeds the index of water, 1.44, and would require sin θ_w > 1. No propagating wave in the water can supply it. To exploit the new resist in this way, one would have to change the fluid and the lens as well, and the pitch would then shrink because NA had grown.

This also explains how immersion in water helps, although water is just another layer. If the last lens surface is flat, the fluid does not change the transverse wavevector of a given wave either. It decides which waves get across. In air, of index close to 1, a wave with kₓ = 1.35k₀ cannot propagate and is totally reflected inside the lens, apart from a field that fades across the gap. In water it propagates. The fluid removes an obstacle to a larger aperture. A resist whose index already exceeds NA has no such obstacle left to remove.

**Beside a real scanner**

A wavelength of 193 nm, an aperture of 1.35 and a resist index near 1.7 are roughly typical of water-immersion lithography with an argon fluoride laser. An index of 1.90 is high for such a resist and serves here for comparison. One assumption that affects the pitch is that of source points at the very edge of the pupil. A real source has poles of finite size. Measure position in the pupil in units of its radius, and let a pole extend from 1 − w to 1 along x. Light from a source point s has its second order at s − λ/(pNA), which must not lie below −1. For a pole that is narrow in the direction along the lines, the innermost point, s = 1 − w, is the most demanding:

λ/(pNA) ≤ 2 − w, so p ≥ λ/[2NA(1 − w/2)].

For w = 0.10 this gives 71.48/0.95 = 75.24 nm, about 5% above the limit. The pupil is round, so a source point at height y off the axis needs λ/(pNA) ≤ s + √(1 − y²), and a pole that spreads along y raises the pitch further. A ring sector from radius 0.9 to 1 opening ±20° needs about 79.5 nm. At 71.48 nm itself only the outermost source points would contribute fringes. The value λ/(2NA) is thus a bound that practical single exposures approach from above.

Diffusion of acid in the resist costs contrast as well. Averaging cos(2πx/p) over a Gaussian blur of standard deviation σ multiplies it by exp(−2π²σ²/p²). With σ = 7 nm, a rough value, and p = 71.48 nm, the factor is 0.83. The blur lowers the fringes without moving them. The standing waves computed for bare silicon are a deliberately severe case, since antireflective coatings are used to suppress them. The numerical output below lists the values for both resists and for these corrections.

At fixed NA, then, a resist of higher index can be chosen for its effect on depth or polarization contrast. For an average pitch below the present limit in the developed resist, from a single exposure of a single-tone resist in a stack of flat layers, the quantities left to change are the vacuum wavelength and the aperture. Later processing can still multiply the lines, for example by growing spacers on the sidewalls of the printed lines and then removing the lines themselves.

Values computed for the example and the checks

```
vacuum wavelength: 193 nm
numerical aperture: 1.35
water index: 1.44
resist thickness: 100 nm
angle of edge wave in water: 69.6 deg
pitch limit wavelength/(2 NA): 71.48 nm
half-pitch limit: 35.74 nm
resist index 1.70: wavelength in resist 113.5 nm
  edge-wave angle in resist: 52.6 deg
  fringe period from least optical path: 71.48 nm
  depth for one-cycle slip, axial vs edge wave: 289 nm
  signed TM fringe contrast: -0.261
resist index 1.90: wavelength in resist 101.6 nm
  edge-wave angle in resist: 45.3 deg
  fringe period from least optical path: 71.48 nm
  depth for one-cycle slip, axial vs edge wave: 343 nm
  signed TM fringe contrast: -0.010
resist index at which TM contrast vanishes: 1.909
false pitch if resist angle stayed fixed: 63.96 nm
NA needed to keep that resist angle: 1.509
silicon index used: 0.88 + 2.78i
wave simulation, index 1.70: period 71.48 nm
  max/min dose over depth on bare silicon: 1.8e+02
wave simulation, index 1.90: period 71.48 nm
  max/min dose over depth on bare silicon: 1.1e+02
20 nm trenches: largest finer harmonic / mean dose: 0.0078
resist index 1.30: 1/e intensity depth 42.2 nm
imaginary resist index used: 0.02
intensity loss through resist by absorption: 19 %
repeat length of test patterns: 520 nm
most lines allowed per repeat: 7
most lines seen in 600 random images: 5
lines from two outermost orders: 7
pitch of those lines: 74.29 nm
lines with dual-tone response: 14
lines with two separately developed exposures: 14
source pole width, fraction of pupil radius: 0.10
smallest pitch passed by the whole pole: 75.24 nm
acid-diffusion blur (standard deviation): 7 nm
contrast factor left by diffusion: 0.83
```
